Comment on adiabatic orbital-free dynamics as a theory of slow-ion stopping

**The argument under review**

The manuscript proposes to compute the electronic energy loss of slow ions in a metal from orbital-free dynamics. The electrons are described by a density and a velocity field, driven at each instant by the functional derivative of an energy functional of the density. Three reasons are offered. First, a slow ion leaves the electrons time to adjust, so an adiabatic functional should be at its best. Second, kinetic functionals exist that reproduce the static linear response of the electron gas, and slow motion is nearly static. Third, the scheme gives good stopping for fast ions, and slow ones should be easier.

The question for this report is what the scheme predicts as the speed v goes to zero, and whether the electron gas does the same. I take the simplest setting in which both answers can be worked out: a heavy point charge Z moving at constant velocity through a uniform gas of density n at zero temperature, in the steady state, with the loss taken to second order in Z. Atomic units are used in the algebra. The Fermi wave number k_F equals the Fermi velocity v_F, the Coulomb interaction is v_q = 4π/q², and ω_p² = 4πn. Exchange and correlation are left out of both descriptions, which makes the electron gas that of the random-phase approximation (RPA).

**1. What any linear theory must supply**

The moving charge produces the potential Z v_q at each wave vector q, with frequency ω = q·v. The gas changes it by the factor 1/ε(q,ω), so the induced potential is

φ_ind(r,t) = Z ∫ d³q/(2π)³ v_q [1/ε(q,q·v) − 1] exp[iq·(r − vt)].

The force on the charge is −Z∇φ_ind at r = vt. The stopping S, the energy lost per unit length, is minus its component along v:

S = (Z²/v) ∫ d³q/(2π)³ v_q i(q·v) [1/ε(q,q·v) − 1].

The real part of 1/ε is even in ω, so multiplied by q·v it integrates to zero. The imaginary part is odd and survives, with i·i = −1. Let μ be the cosine of the angle between q and v. Then d³q = 2πq² dq dμ and dμ = dω/(qv), and the two signs of ω contribute equally:

S = (2Z²/πv²) ∫ dq/q ∫₀^{qv} dω ω Im[−1/ε(q,ω)].   (1)

Stopping therefore measures the part of the response that is odd in frequency. The static response, however accurate, is even. This already weakens the second reason.

**2. What the orbital-free scheme supplies**

Let K(q) be the Fourier transform of the second functional derivative of the kinetic functional, taken at uniform density. It is real and independent of frequency, because the functional is real and acts instantaneously. For a small density change δn, velocity u and total potential energy W (external plus Hartree), continuity and the Euler equation read

∂δn/∂t = −n∇·u,  ∂u/∂t = −∇(Kδn + W).

The term (u·∇)u is of second order and drops out. Eliminating u gives ω²δn = nq²(Kδn + W), hence for χ₀ = δn/W

−1/χ₀ = K(q) − ω²/(nq²).   (2)

Only even powers of ω appear. With ε = 1 − v_qχ₀ and nq²v_q = ω_p²,

1/ε = 1 − ω_p²/(ω_q² − ω²),  ω_q² = nq²[K(q) + v_q].

The retarded response has ω + i0 in place of ω, and for ω > 0

Im[−1/ε] = (πω_p²/2ω_q) δ(ω − ω_q).   (3)

At each q the gas can absorb at one frequency, that of a collective mode. Inserting (3) in (1) gives

S = (Zω_p/v)² ∫ dq/q, taken over those q for which ω_q < qv.   (4)

If v lies below the minimum of ω_q/q, no such q exists and S is zero. The charge carries a screening cloud, but the cloud is symmetric fore and aft and exerts no drag.

For the Thomas-Fermi functional plus λ times the von Weizsäcker term the threshold can be written down. The Thomas-Fermi potential is (3π²n)^{2/3}/2, and its derivative with respect to n is k_F²/(3n). The term (λ/8)∫|∇n|²/n contributes λq²/(4n). With β² = k_F²/3,

ω_q²/q² = ω_p²/q² + β² + λq²/4.

The first and last terms have the fixed product λω_p²/4, so their sum is smallest when they are equal, at q² = 2ω_p/√λ. Hence

v_th² = β² + √λ ω_p.   (5)

Above threshold the condition ω_q < qv holds between the roots of λq⁴/4 − (v² − β²)q² + ω_p² = 0. Writing X = (v² − β²)/(√λ ω_p), these are

q±² = (2ω_p/√λ)[X ± √(X² − 1)].

The two brackets have product 1, so q₊²/q₋² = [X + √(X² − 1)]² and ln(q₊/q₋) = ln[X + √(X² − 1)] = arccosh X. Therefore

S = (Zω_p/v)² arccosh X for X > 1, and S = 0 for X ≤ 1.   (6)

Just above threshold arccosh X ≈ √(2(X − 1)), so the loss starts with a vertical slope. For λ = 0 the threshold is β, and the condition becomes q > ω_p/√(v² − β²) with no upper end. The integral then grows as the logarithm of whatever cutoff is imposed.

Since n = k_F³/(3π²), ω_p/k_F² = √(4/(3πk_F)), and (5) can be written as

v_th²/v_F² = 1/3 + √λ √(4/(3πk_F)).

At high density the threshold falls towards v_F/√3. At low density, for λ > 0, it rises without bound in units of v_F. In units of v_F it never falls below 1/√3.

**3. What the electron gas supplies**

A perturbation W exp(iq·r − iωt) and its conjugate mix an electron of wave vector k with the states k + q and k − q. First-order perturbation theory gives the amplitudes W/(ω − Δ) and, after conjugation, −W/(ω + Δ′), where Δ and Δ′ are the energies needed to reach the two states. Each is a contribution to the density at q. Replacing k by −k in the second makes Δ′ equal to Δ = k·q + q²/2. Summing over the Fermi sphere and both spins,

χ₀(q,ω) = 2∫_{k<k_F} d³k/(2π)³ [1/(ω + i0 − Δ) − 1/(ω + i0 + Δ)].   (7)

For the imaginary part, slice the sphere perpendicular to q. The slice at k_z has area π(k_F² − k_z²). The two delta functions select k₁ = ω/q − q/2 and k₂ = −ω/q − q/2, each with weight 1/q. When both lie inside the sphere, the areas differ by π(k₂² − k₁²) = 2πω, so

Im χ₀ = −π · (2/8π³) · (2πω/q) = −ω/(2πq),  Im ε = −v_q Im χ₀ = 2ω/q³.   (8)

This is the particle-hole continuum. It reaches down to zero frequency for every q < 2k_F, because an electron can be moved across the Fermi sphere at no cost in energy. The first reason in the manuscript fails here. Slow driving leaves a system in its ground state when a gap separates it from the excited states that the drive can reach, and a metal has no such gap.

The static response follows from the same slices. With k_z = k_F x and z = q/2k_F, the magnitude χ_s(q) = |χ₀(q,0)| is

χ_s = (k_F²/2π²q) ∫₋₁¹ dx (1 − x²)/(x + z),

as a principal value. Since (1 − x²)/(x + z) = z − x + (1 − z²)/(x + z), the integral is 2z + (1 − z²) ln|(1 + z)/(1 − z)|, and

χ_s = (k_F/π²) f(z),  f(z) = 1/2 + [(1 − z²)/(4z)] ln|(1 + z)/(1 − z)|.   (9)

For a slow charge ω ≤ qv, so at any fixed q other than 2k_F the real part of ε differs from its static value by terms of relative order (v/v_F)². In a strip around q = 2k_F, of width proportional to v, the difference can be of first order in v, but the strip itself shrinks with v and does not affect the leading order. The slices in (8) stay inside the sphere except for a strip of q near 2k_F whose width vanishes with v. To leading order Im[−1/ε] = 2ω/[q³ε(q,0)²], the inner integral in (1) is 2v³/3 divided by ε(q,0)², and

S = Γv,  Γ = (4Z²/3π) ∫₀^{2k_F} dq/[q ε(q,0)²],  ε(q,0) = 1 + v_qχ_s.   (10)

At small q screening makes ε grow as 1/q², and the integrand falls as q³. The integral converges, and Γ is positive. Friction linear in v is thus the RPA result, while (5) gives a range of speeds with no loss at all.

An estimate in closed form follows if f is replaced by its value 1 at z = 0. Then ε = 1 + k_s²/q² with k_s² = 4k_F/π. With s = q² the integral in (10) becomes

(1/2)∫₀^{4k_F²} s ds/(s + k_s²)² = (1/2)[ln(1 + a) − a/(1 + a)],  a = 4k_F²/k_s² = πk_F,

and Γ = (2Z²/3π)[ln(1 + πk_F) − πk_F/(1 + πk_F)].   (11)

Since f is in fact below 1 at finite q, this estimate screens too strongly and gives too little friction.

**4. Would a better kinetic functional help?**

The author may answer that a nonlocal functional with the correct static response would repair the defect. Such a functional has K = 1/χ_s. From (9), with nπ²/k_F = β²,

ω_q²/q² = ω_p²/q² + β²/f(z).

Because 0 < f ≤ 1, this exceeds β² at every q, and a threshold above β remains. Equation (2) still contains no odd power of ω.

What is missing can be found by inverting the RPA response to first order in frequency. From (8) and (9), χ₀ ≈ −χ_s − iω/(2πq), so

−1/χ₀ ≈ 1/χ_s − iω/(2πqχ_s²),  q < 2k_F.   (12)

Let this second term be added to (2) with K = 1/χ_s. At low frequency 1/ε = 1 − v_q/(v_q − 1/χ₀), and therefore

Im[−1/ε] = v_q [ω/(2πqχ_s²)]/(1/χ_s + v_q)² = (2ω/q³)/(1 + v_qχ_s)².

This is the integrand that led to (10). The static response is unchanged and the friction is restored in full, which identifies the absent odd term as the cause of the discrepancy. In time, −iω is ∂/∂t, so the added potential responds to the rate of change of the density. It lies outside any adiabatic functional.

An empirical damping rate γ, which replaces ω² in (2) by ω² + iγω, is no substitute. It adds −iγω/(nq²), which varies as 1/q² where (12) varies as 1/q at small q. It yields a linear friction whose size is set by the chosen γ.

**5. Size of the effect**

Take a model gas with 0.1 electrons per cubic angstrom and Z = 1. Then k_F = (3π²n)^{1/3} = 1.436 Å⁻¹, or 0.7599 in atomic units, and ħω_p = 11.74 eV, or 0.4315 hartree. To express speeds as energies I use the proton mass: a proton at the Fermi velocity has 14.4 keV.

For λ = 1, √(4/(3π × 0.7599)) = 0.747, so v_th²/v_F² = 0.3333 + 0.7473 = 1.081 and v_th = 1.04 v_F. This corresponds to a proton energy of 15.6 keV. For λ = 1/9 the second term is 0.249, which gives v_th = 0.763 v_F and 8.4 keV. With the static response of (9) the minimum of ω_q/q, found numerically, is 0.815 v_F, or 9.6 keV. The Thomas-Fermi functional alone has 0.577 v_F, or 4.8 keV. The silent range covers a large part of what is meant by slow.

For the friction, πk_F = 2.387 in (11) gives

Γ = 0.2122 × (1.220 − 0.705) = 0.109.

Numerical integration of (10) with the static response (9) gives 0.1315, about 20 percent more than this estimate. In practical units Γv_F = 5.14 eV/Å. A proton of 1000 eV moves at √(1000/14425) = 0.263 v_F, so the linear law predicts 0.263 × 5.14 = 1.35 eV/Å. The full RPA integral gives 1.39 eV/Å. All the adiabatic models give zero.

The table lists S in eV/Å. Column A is (6) with λ = 1/9 and B is (6) with λ = 1. Column C has the kernel 1/χ_s, and D adds the term in (12). For the RPA, C and D, equation (1) was integrated numerically. The frequency path was bent from the real axis into the upper half-plane, where a retarded response has no singularities, so that sharp modes are counted correctly.

v/v_F   RPA     A      B      C      D
0.1    0.52   0      0      0     0.52
0.3    1.59   0      0      0     1.60
0.5    2.71   0      0      0     2.83
0.9    5.13  25.9    0     11.6   5.57
1.5   10.2   20.1   11.8   12.9   9.39
3.0    5.73   7.82   5.79   5.85  5.22
6.0    2.10   2.61   2.10   2.10  2.01

Column D follows the RPA within 1 percent up to 0.3 v_F and is 4 percent high at 0.5 v_F. Much of this agreement is a cancellation. At 0.3 v_F column D has about 0.18 eV/Å too much from q < 2k_F and lacks about 0.17 eV/Å from q > 2k_F, where the RPA gas still absorbs at finite v but the added term is zero. At higher speeds it is not reliable. The tabulated values are off by up to 9 percent, on either side, and between them, the loss is about 30 percent too high near 1.1 v_F and about 12 percent too low at 2 v_F. This is no surprise for an expansion to first order in ω whose friction term stops abruptly at q = 2k_F.

The entry 25.9 in column A, five times the RPA value, shows that the error is not confined to the silent range. In both theories the response at high frequency tends to 1/ε − 1 = ω_p²/ω². The dispersion relation between the real and imaginary parts then fixes the total weight ∫₀^∞ dω ω Im[−1/ε] = πω_p²/2 at each q. The adiabatic models place all of it at ω_q, so each q contributes nothing or everything. In the RPA the weight is spread over the particle-hole continuum and, at small q, the plasmon. At 0.9 v_F no more than about a quarter of it lies below qv at any q, and the rest is out of reach. At large q the reason is simple: the continuum is centred on q²/2, which exceeds qv once q > 2v. Column A also places its mode too low: with λ = 1/9, ω_q tends to q²/6 at large q. At this speed X = 1.91, and the roots q± admit the full weight from about 1.1 k_F to 4.0 k_F. Column C, whose kernel tends to the correct q²/(4n) at large q because f → 1/(3z²), gives 11.6, about 2.3 times the RPA value. In both columns the friction is missing below threshold, and at 0.9 v_F, not far above it, the loss is far too large.

**6. The threshold in the nonlinear equations**

I also looked at the nonlinear equations. For λ = 1 they can be written with ψ = √n exp(iθ), where u = ∇θ, as

i ∂ψ/∂t = [−∇²/2 + (3π²|ψ|²)^{2/3}/2 + φ_H + V]ψ,

with φ_H the Hartree potential energy and V the external one. The kinetic operator acting on √n produces −∇²√n/(2√n), which is the functional derivative of the von Weizsäcker energy. I solved this by split-step Fourier propagation for the same gas, with a planar Gaussian potential 0.10 eV high and of standard deviation 0.50 Å, moving along its normal in a periodic box 271 Å long. The potential was switched on smoothly, and the drag per area, −∫dx (n(x) − n) ∂V/∂x with n the mean density, was averaged afterwards. At 1.3 v_th it is 5.2×10⁻⁵ eV/Å³. Second-order theory gives 5.1×10⁻⁵ eV/Å³ at this speed. At 0.7 v_th the force oscillates about zero with an amplitude near 10⁻⁷ eV/Å³. Its average is of order 10⁻⁸ eV/Å³ and changes sign with the averaging window, so it is zero within the noise and more than a thousand times below the value above threshold. The potential is small against the Fermi energy of 7.9 eV, so this run confirms the linear threshold within the full equations. It does not show that the threshold survives a strong perturbation.

**7. Why success with fast ions proves nothing here**

For large v, (6) with λ = 1 tends to (Zω_p/v)² ln(2v²/ω_p), since arccosh X → ln 2X. The electron gas has the same limit. When v is much larger than v_F, the electrons are nearly at rest on the scale of v, and k·q may be dropped from Δ in (7):

χ₀ ≈ n[1/(ω − q²/2) − 1/(ω + q²/2)] = nq²/(ω² − q⁴/4).

This is (2) with K = q²/(4n), the von Weizsäcker kernel with λ = 1 and no Thomas-Fermi term. Where the spread k·q is comparable with q²/2, at q of order k_F, both are far below qv, and only the total weight matters. That weight is the same in both descriptions. At 6 v_F the formula gives 2.10 eV/Å, as do the RPA and column B. Column A is too high because λ = 1/9 turns the logarithm into ln(6v²/ω_p), an excess of ln 3.

Fast stopping thus tests the total weight and the recoil of free electrons. Slow stopping tests the particle-hole continuum at low frequency. The third reason carries no information from one to the other.

**8. Range of these objections**

An adiabatic exchange-correlation kernel adds a real function of q to K. It shifts the threshold but supplies no odd term, and the threshold persists as long as n[K(q) + v_q] has a positive minimum.

The zero below threshold does rest on uniform motion in a uniform gas. An accelerated charge drives the gas at frequencies other than q·v and can excite the mode at any speed. In a crystal the density is periodic, and a potential component at q + G, with G a reciprocal lattice vector, drives the response at q with frequency (q + G)·v. For large G this can reach ω_q at low v. Strong perturbations lie outside the second-order result. An orbital-free simulation may therefore show some loss for a slow ion, but loss from acceleration or from the lattice is excitation of the collective mode, loss from a strong perturbation is not analysed here, and neither should be read as the friction in (10).

The value of Γ is itself limited. For a proton in a metal of this density the perturbation is not weak, and second order in Z is not quantitative. The numbers above compare two theories of the same model and do not predict a measurement.

**Recommendation**

The claim that adiabatic orbital-free dynamics describes slow-ion stopping should be withdrawn. The author could restrict the method to speeds well above v_F, with λ = 1, or use the kernel K = 1/χ_s together with the nonadiabatic term of (12) and show that the computed loss is linear in v with the coefficient (10).
